**Franz–Keldysh absorption: numerical tests and a model example**

The program tests the pair density ρ_F = (1/4π)(2μ/ħ²)^(3/2) √Θ [Ai'(ξ)² − ξAi(ξ)²], where μ is the reduced mass, F the static field, Θ = (e²F²ħ²/2μ)^(1/3) and ξ = (E_g − ħω)/Θ. It diagonalizes separate electron and hole Hamiltonians in one dimension and asserts that their optical overlaps reproduce the Airy spectrum; the largest deviation is 0.17% of the peak. It also diagonalizes the relative motion at two fields, adds the transverse states, and finds the broadened pair density to agree with the formula within a relative error of about 10⁻⁶. Further assertions cover a three-dimensional heat kernel, a count of wavevectors in the weak-field limit, the golden-rule rate of driven two-level systems, the tunnelling exponent, and the asymptotic forms on both sides of the gap. For the model parameters Θ is 25.1 meV, and doubling the field raises the absorption 100 meV below the gap by a factor of about 370. Above the gap, the output lists five alternating maxima and minima of the field-induced change, starting at the maximum near 45 meV; the minimum closer to the gap is not listed. Coulomb attraction and lifetime broadening are not included in the model.

## Program and output

```python
"""Franz-Keldysh absorption of a direct, allowed, parabolic band edge.

Result under test (no Coulomb attraction between electron and hole):
  pair density rho_F(E) = (1/4 pi) b**(-3/2) sqrt(Theta) [Ai'(xi)^2 - xi Ai(xi)^2]
  b = hbar^2/(2 mu), Theta = (force^2 b)^(1/3), force = e F,
  E = photon energy - gap, xi = -E/Theta, length l = Theta/force.
  alpha = 2 pi e^2 |p|^2 rho_F / (n c eps0 m0^2 omega), spin factor 2 included.
Energies are in eV and lengths in nm unless a name says otherwise.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import airy, ai_zeros, ndtr

# ---------------------------------------------------------------- model
gap = 1.5
mass_e, mass_h = 0.10, 0.15              # in free-electron masses
mu = mass_e * mass_h / (mass_e + mass_h)
index = 3.5
kane_energy = 10.0                       # 2 |p|^2 / m0
field = 5.0e6                            # V/m
b_free = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
b = b_free / mu


def scales(field_si):
    force = field_si * 1e-9              # eV/nm
    theta = (force**2 * b) ** (1 / 3)
    return force, theta, theta / force


def shape(xi):
    ai, aip, _, _ = airy(xi)
    return aip**2 - xi * ai**2


def density_field(energy, field_si):
    theta = scales(field_si)[1]
    return b**-1.5 * np.sqrt(theta) * shape(-energy / theta) / (4 * np.pi)


def density_zero(energy):
    return b**-1.5 * np.sqrt(np.maximum(energy, 0.0)) / (4 * np.pi**2)


def absorption(density, energy):
    """Absorption coefficient in 1/cm from density in 1/(eV nm^3)."""
    omega = (gap + energy) * const.e / const.hbar
    p_squared = const.m_e * kane_energy * const.e / 2
    density_si = density * 1e27 / const.e
    top = 2 * np.pi * const.e**2 * p_squared * density_si
    bottom = index * const.c * const.epsilon_0 * const.m_e**2 * omega
    return top / bottom / 100


force, theta, length = scales(field)
nodes, weights = np.polynomial.hermite.hermgauss(50)


def gaussian_average(function, energies, width):
    shifted = energies[:, None] - np.sqrt(2) * width * nodes[None, :]
    return function(shifted) @ weights / np.sqrt(np.pi)


def box_hamiltonian(kinetic, slope, box, origin, size):
    """kinetic*k^2 + slope*(x-origin) in the sine basis of a hard-wall box."""
    n = np.arange(1, size + 1, dtype=float)
    row, col = n[:, None], n[None, :]
    odd = (row + col) % 2 == 1
    gap_sq = np.where(odd, (row**2 - col**2) ** 2, 1.0)
    position = np.where(odd, -8 * box * row * col / (np.pi**2 * gap_sq), 0.0)
    position += np.eye(size) * (box / 2 - origin)
    return np.diag(kinetic * (n * np.pi / box) ** 2) + slope * position


# ------------- test: separate electron and hole states, light-spot overlaps
box, size, spot, width = 500.0, 600, 40.0, 0.0065
energy_c, vec_c = eigh(box_hamiltonian(b_free / mass_e, force, box, box / 2, size))
energy_v, vec_v = eigh(box_hamiltonian(-b_free / mass_h, force, box, box / 2, size))
points = 1400
x = np.arange(1, points) * box / points
basis = np.sqrt(2 / box) * np.sin(np.outer(np.arange(1, size + 1), x) * np.pi / box)
window = np.exp(-((x - box / 2) ** 2) / (2 * spot**2))
dx = box / points
light = (basis * window) @ basis.T * dx
overlap_sq = (vec_c.T @ light @ vec_v) ** 2
pair_energy = energy_c[:, None] - energy_v[None, :]
trial = np.linspace(-2, 4, 13) * theta
direct = np.array([
    np.sum(overlap_sq * np.exp(-((en - pair_energy) ** 2) / (2 * width**2)))
    for en in trial]) / (np.sqrt(2 * np.pi) * width * np.sum(window**2) * dx)
predicted = gaussian_average(
    lambda en: airy(-en / theta)[0] ** 2 / (length * theta), trial, width)
pair_error = np.max(np.abs(direct - predicted)) / np.max(predicted)
# finite light spot and box limit the agreement to below one percent
assert pair_error < 1e-2, pair_error

# ------------- test: relative motion diagonalized, transverse steps summed
density_error = 0.0
for test_field, width in ((field, 0.0065), (2 * field, 0.010)):
    slope, test_theta, _ = scales(test_field)
    box, origin, size = 560.0, 500.0, 650
    levels, vectors = eigh(box_hamiltonian(b, slope, box, origin, size))
    at_zero = np.sqrt(2 / box) * np.sin(np.arange(1, size + 1) * np.pi * origin / box)
    strength = (at_zero @ vectors) ** 2
    trial = np.linspace(-2, 5, 15) * test_theta
    summed = ndtr((trial[:, None] - levels[None, :]) / width) @ strength
    summed /= 4 * np.pi * b
    formula = gaussian_average(
        lambda en: density_field(en, test_field), trial, width)
    density_error = max(density_error, np.max(np.abs(summed / formula - 1)))
assert density_error < 2e-3, density_error

# ------------- test: three-dimensional heat kernel and Laplace transform
s, z, z0, r2 = sp.symbols("s z z0 r2", positive=True)
xx, yy = sp.symbols("xx yy", real=True)
log_kernel = (-sp.Rational(3, 2) * sp.log(4 * sp.pi * s)
              - (xx**2 + yy**2 + (z - z0) ** 2) / (4 * s)
              - s * (z + z0) / 2 + s**3 / 12)
laplacian = sum(sp.diff(log_kernel, q, 2) + sp.diff(log_kernel, q) ** 2
                for q in (xx, yy, z))
assert sp.simplify(sp.diff(log_kernel, s) - laplacian + z) == 0
kernel = sp.lambdify(s, sp.exp(log_kernel.subs({xx: 0, yy: 0, z: 0, z0: 0})))
grid = np.linspace(-30, 80, 22001)
for value in (0.5, 1.0, 2.0):
    transform = trapezoid(shape(-grid) * np.exp(-value * grid), grid) / (4 * np.pi)
    assert abs(transform / float(kernel(value)) - 1) < 1e-6

# ------------- test: weak-field limit against a count of wavevectors
cube, top_energy = 600.0, 0.1
m = np.arange(-45, 46)
radius_sq = m[:, None, None] ** 2 + m[None, :, None] ** 2 + m[None, None, :] ** 2
count = np.sum(b * (2 * np.pi / cube) ** 2 * radius_sq < top_energy) / cube**3
grid = np.linspace(-0.03, top_energy, 20001)
integrated = trapezoid(density_field(grid, 1e5), grid)
assert abs(integrated / count - 1) < 5e-3    # surface noise of the count

# ------------- test: golden-rule rate for a cosine drive (hbar = omega = 1)
drive, duration, steps = 5e-4, 200.0, 2000
spacing = np.linspace(0.5, 1.5, 401)
state = np.array([np.ones(401), np.zeros(401)], dtype=complex)


def derivative(time, amp):
    phase = np.exp(1j * spacing * time)
    factor = -1j * drive * np.cos(time)
    return np.array([factor * phase.conj() * amp[1], factor * phase * amp[0]])


dt = duration / steps
for step in range(steps):
    t = step * dt
    k1 = derivative(t, state)
    k2 = derivative(t + dt / 2, state + dt * k1 / 2)
    k3 = derivative(t + dt / 2, state + dt * k2 / 2)
    k4 = derivative(t + dt, state + dt * k3)
    state = state + dt * (k1 + 2 * k2 + 2 * k3 + k4) / 6
rate = trapezoid(np.abs(state[1]) ** 2, spacing) / duration
# the finite energy window cuts about one percent of the line
assert abs(rate / (2 * np.pi * (drive / 2) ** 2) - 1) < 0.02

# ------------- test: Airy integral, slopes, tail and oscillations
for xi in (-6.0, -1.0, 0.0, 2.0):
    integral = quad(lambda u: airy(u)[0] ** 2, xi, 15, epsabs=1e-12, limit=200)[0]
    assert abs(integral - shape(xi)) < 1e-9
zeros = -ai_zeros(3)[0]
for zero in zeros:
    h = 1e-4
    slope = (shape(-zero - h) - shape(-zero + h)) / (2 * h)
    assert abs(slope) < 1e-6
    en, de = zero * theta, 1e-5
    up = absorption(density_field(en + de, field), en + de)
    down = absorption(density_field(en - de, field), en - de)
    assert up < down                    # only the 1/omega factor acts here
assert np.all(np.diff(shape(-np.linspace(-5, 20, 5001))) > -1e-13)


def tail(xi):
    return np.exp(-4 * xi**1.5 / 3) / (8 * np.pi * xi)


corrections = [(shape(xi) / tail(xi) - 1) * xi**1.5 for xi in (4.0, 9.0, 25.0)]
misses = [abs(c + 17 / 24) for c in corrections]
assert misses[0] > misses[1] > misses[2] and misses[2] < 0.03
depth = 0.1
tunnel = 2 * quad(lambda q: np.sqrt((depth + force * q) / b), -depth / force, 0)[0]
assert abs(tunnel - 4 * (depth / theta) ** 1.5 / 3) < 1e-6
for low, high in ((4, 6), (16, 20)):
    eta = np.linspace(low, high, 801)
    wave = np.sqrt(eta) / np.pi - np.cos(4 * eta**1.5 / 3) / (4 * np.pi * eta)
    assert np.max(np.abs(shape(-eta) - wave) * eta**2.5) < 0.1

extrema = []
for j in range(1, 6):
    left, right = [(3 * np.pi * (j + d) / 4) ** (2 / 3) for d in (-0.5, 0.5)]
    root = brentq(lambda u: airy(-u)[0] ** 2 - 1 / (2 * np.pi * np.sqrt(u)),
                  left, right)
    estimate = (3 * np.pi * j / 4) ** (2 / 3)
    assert abs(root / estimate - 1) < 0.08 / j
    change = shape(-root) - np.sqrt(root) / np.pi
    assert change * (-1) ** (j + 1) > 0
    extrema.append((j, root, estimate))

# ---------------------------------------------------------------- output
print(f"gap {gap:.2f} eV; masses e {mass_e:.2f}, h {mass_h:.2f} m0")
print(f"reduced mass {mu:.3f} m0; refractive index {index:.1f}")
print(f"2|p|^2/m0 = {kane_energy:.1f} eV; field F = {field:.1e} V/m")
print(f"hbar^2/(2 mu) = {b:.4f} eV nm^2; eF = {force:.4f} eV/nm")
print(f"electro-optic energy Theta = {theta*1e3:.2f} meV")
print(f"field length l = {length:.3f} nm")
print(f"Theta at doubled field = {scales(2*field)[1]*1e3:.2f} meV")
print("Below gap: depth meV, xi, alpha 1/cm, tail formula 1/cm")
for depth in (0.025, 0.050, 0.075, 0.100):
    xi = depth / theta
    exact = absorption(density_field(-depth, field), -depth)
    approx = exact * tail(xi) / shape(xi)
    print(f"  {depth*1e3:5.0f} {xi:7.3f} {exact:11.4g} {approx:11.4g}")
print("Local decay energy of pair density: depth meV, value meV")
for depth in (0.025, 0.050, 0.100):
    xi = depth / theta
    print(f"  {depth*1e3:5.0f} {theta*shape(xi)/airy(xi)[0]**2*1e3:8.2f}")
print(f"100 meV below gap: tunnel length {0.1/force:.1f} nm")
print(f"100 meV below gap: tail exponent {tunnel:.3f}")
double = absorption(density_field(-0.1, 2 * field), -0.1)
single = absorption(density_field(-0.1, field), -0.1)
print(f"  alpha at doubled field {double:.4g} 1/cm, ratio {double/single:.1f}")
print("At and above gap: E meV, alpha(F) 1/cm, alpha(0) 1/cm")
for en in (0.0, 0.025, 0.050, 0.075, 0.100, 0.150):
    with_field = absorption(density_field(en, field), en)
    without = absorption(density_zero(en), en)
    print(f"  {en*1e3:5.0f} {with_field:10.1f} {without:10.1f}")
print("Zero slope of pair density at E = "
      + ", ".join(f"{q*theta*1e3:.2f}" for q in zeros) + " meV")
print("Extrema of density change: j, E meV, estimate meV, d(alpha) 1/cm")
for j, root, estimate in extrema:
    en = root * theta
    change = absorption(density_field(en, field) - density_zero(en), en)
    print(f"  {j} {en*1e3:8.2f} {estimate*theta*1e3:8.2f} {change:9.1f}")
rydberg = const.value("Rydberg constant times hc in eV") * mu / index**4
bohr = const.value("Bohr radius") * 1e9 * index**2 / mu
print(f"Neglected exciton (permittivity n^2): binding {rydberg*1e3:.2f} meV")
print(f"  radius {bohr:.2f} nm, eF*radius {force*bohr*1e3:.1f} meV")
print(f"Electron-hole overlap test: max error {pair_error:.1e} of peak")
print(f"Relative-motion test: max relative error {density_error:.1e}")
print("verified")
```

It prints:

```
gap 1.50 eV; masses e 0.10, h 0.15 m0
reduced mass 0.060 m0; refractive index 3.5
2|p|^2/m0 = 10.0 eV; field F = 5.0e+06 V/m
hbar^2/(2 mu) = 0.6350 eV nm^2; eF = 0.0050 eV/nm
electro-optic energy Theta = 25.13 meV
field length l = 5.027 nm
Theta at doubled field = 39.90 meV
Below gap: depth meV, xi, alpha 1/cm, tail formula 1/cm
     25   0.995       75.49         113
     50   1.989        4.23       5.116
     75   2.984      0.1349      0.1514
    100   3.979    0.002617    0.002832
Local decay energy of pair density: depth meV, value meV
     25     9.66
     50     7.83
    100     5.96
100 meV below gap: tunnel length 20.0 nm
100 meV below gap: tail exponent 10.582
  alpha at doubled field 0.9745 1/cm, ratio 372.3
At and above gap: E meV, alpha(F) 1/cm, alpha(0) 1/cm
      0      698.3        0.0
     25     2926.6     3255.3
     50     4894.1     4529.5
     75     5234.5     5459.4
    100     6301.0     6205.4
    150     7263.1     7369.8
Zero slope of pair density at E = 58.76, 102.74, 138.75 meV
Extrema of density change: j, E meV, estimate meV, d(alpha) 1/cm
  1    45.04    44.50     425.7
  2    71.00    70.64    -264.2
  3    92.74    92.57     211.8
  4   112.28   112.14    -168.8
  5   130.21   130.12     147.9
Neglected exciton (permittivity n^2): binding 5.44 meV
  radius 10.80 nm, eF*radius 54.0 meV
Electron-hole overlap test: max error 1.7e-03 of peak
Relative-motion test: max relative error 1.2e-06
verified
```
